# Stability limit of a periodic insulating calculation in a finite field

## The form of the answer

Consider a one-dimensional insulator with one filled band per spin, cell length $a$, and $N$ equally spaced wavevectors. The calculation samples a periodic length $L=Na$. With the Hamiltonian held fixed, the energies in the problem are the smallest direct gap $E_g$, the band parameters, and the energy supplied by the field $F$. As shown below, $F$ enters only through

$$\Lambda=\frac{eFL}{2\pi}.$$

Dimensional analysis then requires a stability limit of the form

$$eF_cL=E_g\,C(N,\ \text{ratios of band energies to }E_g).$$

The critical field therefore scales as $E_g/(eL)$ if $C$ tends to a constant at large $N$. Dimensional analysis cannot supply that constant. It turns out to be $2\pi$, so $eFL\approx E_g$ is a cautious order-of-magnitude criterion and not the threshold itself.

Here $F$ is the total macroscopic field, the ions are fixed, and the periodicity of the primitive cell is kept. The response is purely electronic. The two spins are independent copies with the same threshold, so energies are given per spin.

## The energy functional

Let $q=ka$, $q_j=\varepsilon j$ and $\varepsilon=2\pi/N$. An electron has charge $-e$, so its potential energy is $+eFx$. Displacing a localized state by $n$ cells multiplies its Bloch coefficients by $e^{-iqn}$, and position in units of $a$ therefore acts as $i\partial_q$. The centre of the filled band is

$$X=a\int_0^{2\pi}\frac{dq}{2\pi}\,\langle u_q|i\partial_q u_q\rangle .$$

For neighbouring mesh points,

$$\ln\langle u_j|u_{j+1}\rangle\simeq\varepsilon\langle u|\partial_qu\rangle=-i\varepsilon\langle u|i\partial_qu\rangle .$$

Taking the imaginary part and summing gives the mesh form

$$X=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle .$$

The energy per cell is the mean band energy plus $eFX$. Multiplied by $N$ it reads

$$NE=\sum_j\langle u_j|H_j|u_j\rangle-\Lambda\,\mathrm{Im}\ln\prod_j\langle u_j|u_{j+1}\rangle .$$

The factor $N$ multiplying $eFa/2\pi$ is what brings in the sampled length. The logarithm is followed continuously from zero field, which requires nonzero links $\langle u_j|u_{j+1}\rangle$. The finite-field insulating state is a local minimum of this functional.

## Flat gap: where $2\pi$ comes from

First let the filled and empty states, $u$ and $v$, be independent of $q$, with constant gap $E_g$. Write a disturbed state as

$$|u_j\rangle=\frac{|u\rangle+z_j|v\rangle}{\sqrt{1+|z_j|^2}} .$$

Its band energy rises by $E_g|z_j|^2/(1+|z_j|^2)$. Each link is $1+z_j^*z_{j+1}$ divided by a positive number, which does not affect the phase. To second order in $z$,

$$\delta^2(NE)=E_g\sum_j|z_j|^2-\Lambda\sum_j\mathrm{Im}(z_j^*z_{j+1}).$$

Insert $z_j=\sum_m\zeta_me^{i\varepsilon mj}$. The mesh sum removes cross terms between different $m$, leaving

$$\delta^2(NE)=N\sum_m|\zeta_m|^2\left[E_g-\Lambda\sin\frac{2\pi m}{N}\right].$$

The first bracket to vanish gives

$$\Lambda_c=\frac{E_g}{s_N},\qquad eF_cL=\frac{2\pi E_g}{s_N},\qquad s_N=\max_m\sin\frac{2\pi m}{N}.$$

If $N$ is divisible by four, $s_N=1$. For $N=5$ and $N=6$ the computed values of $eF_cL/E_g$ are 6.61 and 7.26, while for $N=8$ and $N=12$ both are 6.28.

The factor $e^{+i\varepsilon mj}$ places the empty-band component $m$ cells towards negative $x$, which is downhill for an electron when $F>0$. A true linear potential would lower its energy by $eFma$. The functional instead gives

$$\Lambda\sin\frac{2\pi m}{N}=eF\,\frac{L}{2\pi}\sin\frac{2\pi(ma)}{L}.$$

For small disturbances the mesh thus replaces a displacement $x$ by $(L/2\pi)\sin(2\pi x/L)$, which never exceeds $L/2\pi$. Instability sets in when the field energy over this largest effective displacement pays for the gap. This is an energy condition for transfer between the bands, set by the finite sampled length. It is not a tunnelling rate: with $u$ and $v$ independent of $q$, the field has no matrix element between the bands.

## Dispersive bands: bounds

Now let the direct gap $\Delta_j$ vary with $q_j$, still without interband coupling. The second variation is $z^\dagger Mz$ with

$$M=\mathrm{diag}(\Delta_j)-\Lambda S,\qquad S=\frac{T-T^\dagger}{2i},\qquad (Tz)_j=z_{j+1}.$$

The eigenvalues of $S$ are $\sin(2\pi m/N)$, so

$$z^\dagger Mz\ge(E_g-\Lambda s_N)\sum_j|z_j|^2,$$

and the state is stable while $\Lambda s_N<E_g$. Conversely, a plane wave with the largest sine has mean curvature $\bar\Delta-\Lambda s_N$, where $\bar\Delta$ is the mesh average of the gap. Once this is negative the state is unstable. Hence

$$E_g\le\Lambda_cs_N\le\bar\Delta .$$

These bounds hold at finite $N$ for uncoupled bands.

## The first correction

Take $N$ divisible by four and remove the phase of the flat-gap soft mode by setting $z_j=i^jf_j$. Then

$$\mathrm{Im}(z_j^*z_{j+1})=\mathrm{Re}(f_j^*f_{j+1})=\tfrac12\left(|f_j|^2+|f_{j+1}|^2-|f_{j+1}-f_j|^2\right).$$

After summation around the periodic mesh, the first two terms are equal, and

$$z^\dagger Mz=\sum_j(\Delta_j-\Lambda)|f_j|^2+\frac{\Lambda}{2}\sum_j|f_{j+1}-f_j|^2 .$$

The first term favours concentrating the disturbance at the minimum gap. The second penalizes concentration. Let the minimum be single and quadratic, at $q=0$:

$$\Delta(q)=E_g+\tfrac12\kappa q^2+O(q^4),\qquad \kappa=\left.\frac{d^2\Delta}{dq^2}\right|_0 .$$

For smooth $f$, $f_{j+1}-f_j\simeq\varepsilon f'(q)$. The lowest curvature $\mu$ then follows from

$$-\frac{\Lambda\varepsilon^2}{2}f''+\frac{\kappa q^2}{2}f=(\mu-E_g+\Lambda)f .$$

Try $f=e^{-\beta q^2/2}$, for which $f''=(\beta^2q^2-\beta)f$. Matching the $q^2$ terms gives $\Lambda\varepsilon^2\beta^2=\kappa$, or $\beta=\sqrt{\kappa/\Lambda}/\varepsilon$. The constant terms give

$$\mu=E_g-\Lambda+\tfrac12\Lambda\varepsilon^2\beta=E_g-\Lambda+\frac{\pi}{N}\sqrt{\Lambda\kappa}.$$

The last term is the zero-point energy of an oscillator. Since $q^2\sim\varepsilon$, both the quartic part of the gap and the next term in the finite-difference expansion contribute at order $\varepsilon^2$.

Setting $\mu=0$ gives $\Lambda_c=E_g+(\pi/N)\sqrt{\Lambda_c\kappa}$. Replacing $\Lambda_c$ by $E_g$ under the root changes the result only at order $N^{-2}$. Therefore

$$\boxed{eF_cL=2\pi\left[E_g+\frac{\pi}{N}\sqrt{E_g\kappa}+O(N^{-2})\right]}$$

Dispersion raises the threshold because the soft mode cannot sit entirely at the minimum gap. For $\kappa\to0$ at fixed $N$ the first correction vanishes, as the flat-gap result requires, but the law is not accurate close to this limit because the Gaussian becomes wider than the zone. The soft mode then spreads evenly over the mesh, and the shift of $\Lambda_c$ approaches $\bar\Delta-E_g$, the upper bound found above.

For uncoupled bands with $E_g=4$ eV and $\kappa=2$ eV, the two-term law gives $\Lambda_c=5.11$ eV at $N=8$ and 4.56 eV at $N=16$. The full calculation gives 5.10 and 4.56 eV, inside the bounds of 4 and 6 eV.

## Adding interband polarization

Uncoupled bands have no linear polarizability. Consider a chain with an s and a p orbital on each lattice point:

$$H_q=\begin{pmatrix}-m&ig\sin q\\-ig\sin q&m\end{pmatrix},\qquad m=\frac D2+b(1-\cos q).$$

With $D,b>0$ and $\tan\varphi=g\sin q/m$, the eigenvectors are

$$u=\begin{pmatrix}\cos(\varphi/2)\\i\sin(\varphi/2)\end{pmatrix},\qquad v=\begin{pmatrix}i\sin(\varphi/2)\\\cos(\varphi/2)\end{pmatrix},$$

with energies $\mp\sqrt{m^2+g^2\sin^2q}$. Define $t_j=\tan[(\varphi_{j+1}-\varphi_j)/2]=O(\varepsilon)$. Direct multiplication shows that a link is a positive factor times

$$1+it_j(z_{j+1}+z_j^*)+z_j^*z_{j+1}.$$

The linear part of its logarithm contributes $-\Lambda t_j\,\mathrm{Re}(z_{j+1}+z_j)$ to $NE$. For a real, slowly varying $z$, the energy at each mesh point is approximately $\Delta z^2-2\Lambda tz$. Its minimum is

$$\bar z=\frac{\Lambda t}{\Delta}\simeq\frac{\Lambda\varepsilon\varphi'}{2\Delta}.$$

At fixed $\Lambda$ this polarization is of order $1/N$. The logarithm also contains quadratic terms of order $t^2$, cubic terms of order $t$, and quartic terms of order one. Evaluated around $\bar z$, each changes the curvature by order $N^{-2}$, as does the quartic term of the band energy. The first correction is then unchanged.

This argument assumes that the smooth polarization has negligible overlap with the soft mode, which alternates as $i^j$. For a constant drive, the Fourier transform of the Gaussian above suggests, as a rough guide only, an overlap factor

$$\exp\left[-\frac{(\pi/2\varepsilon)^2}{2\beta}\right]=\exp\left[-\frac{\pi N}{16}\sqrt{\frac{\Lambda}{\kappa}}\right].$$

This uses the Gaussian far in its tail, where the quadratic and continuum approximations fail, so the rate of decay is not quantitative. For the chain of the worked example the lowest eigenvector of $M$ gives $3.8\times10^{-3}$ at $N=24$ and $3\times10^{-9}$ at $N=96$, against $2.3\times10^{-3}$ and $6\times10^{-11}$ from the formula. The actual drive, which varies with $q$, overlaps more strongly still, about 0.03 at $N=24$ relative to its value at $q=0$. The overlap falls exponentially with $N$, but on a coarse mesh it can matter near threshold, where the soft mode offers little resistance.

The same $\bar z$ gives the low-field polarizability. The centre is $X=-(a/2\pi)\sum_j2t_j\bar z_j$. Using $2t\simeq\varepsilon\varphi'$ and $\Lambda=eFNa/2\pi$,

$$X=-eFa^2\left\langle\frac{\varphi'^2}{2\Delta}\right\rangle_q .$$

For two spins the dipole per cell is $-2eX$, hence

$$\alpha=e^2a^2\left\langle\frac{\varphi'^2}{\Delta}\right\rangle_q .$$

## Worked example

Take $D=4$ eV, $b=1$ eV, $g=0.8$ eV and $a=0.5$ nm. Near $q=0$,

$$\Delta=2\sqrt{\frac{D^2}{4}+q^2\left(\frac{Db}{2}+g^2\right)+\cdots}
=D+q^2\left(b+\frac{2g^2}{D}\right)+\cdots .$$

Thus $E_g=D=4$ eV and $\kappa=2b+4g^2/D=2.64$ eV. The coefficient of $1/N$ in $\Lambda_c$ is $\pi\sqrt{4\times2.64}=10.2$ eV.

| $N$ | $L$ (nm) | $\Lambda_c$ (eV) | two-term law (eV) | $F_c$ (V/nm) |
|---|---|---|---|---|
| 24 | 12 | 4.22 | 4.43 | 2.21 |
| 48 | 24 | 4.197 | 4.213 | 1.10 |
| 96 | 48 | 4.104 | 4.106 | 0.537 |

For $N=96$, $F_c=2\pi(4.104)/48=0.537$ V/nm, whereas $E_g/(eL)=0.083$ V/nm. The threshold is 6.4 times the simple estimate, close to the limiting factor 6.28.

The law is 5% too high at $N=24$, relative to its own value, and less than 0.1% too high at $N=96$. Between $N=48$ and $N=96$ its error falls by more than a factor of six, not the four expected of a pure $N^{-2}$ remainder, so these meshes do not isolate the next term. Combining the last two thresholds to cancel an assumed $N^{-2}$ term gives a $1/N$ coefficient of 10.5 eV, 3% above the derived one. On finer meshes, from $N=96$ to 768, the error times $N^2$ stays between $-21$ and $-22$ eV, and the same combination for successive pairs of these meshes gives 10.21 eV, the derived value.

Near threshold the smooth estimate of the polarization also fails at $N=24$. At $q=0$, $\varphi'=2g/D=0.4$, so the smooth estimate is $\bar z=0.055$ for $N=24$ and 0.013 for $N=96$. The largest computed $|z|$ near threshold is 0.146 and 0.014, respectively. Near threshold the assumption of a small, smooth polarization is therefore good at $N=96$ and poor at $N=24$; at half the threshold field it holds at $N=24$ too, both values being 0.028. At the $N=24$ threshold the Fourier components of $z$ with $|m|\le2$ reach 0.055, as estimated, while the higher components reach 0.09. The amplitude at $m=N/4$, the centre of the soft mode neglected in the derivation, grows from $10^{-4}$ at half the threshold field to 0.018 at threshold.

At $N=24$ the lowest curvature is 3.5 eV at $eFL=E_g$, 1.8 eV at $4E_g$ and 0.5 eV at $6E_g$. The state is therefore still locally stable at the simple estimate. Steepest descent, started from the stationary state at $0.95F_c$ with noise of order $10^{-3}$, returns to that state at $0.95F_c$. From the same start at $1.05F_c$ it runs away, and was stopped when the largest empty-band weight had reached 0.69. This is how the lost minimum appears in an iterative calculation.

The polarizability is $0.0021\,e\,\mathrm{nm^2/V}$ per cell, equivalent to a polarizability volume of about 3 Å$^3$.

## Local stability is not global stability

In the flat-gap model, transfer the whole filled band into the empty band, displaced downhill by $R$ cells. The energy change per electron is $E_g-eFRa$. The largest displacement below half the sampled length is $R=N/2-1$ for even $N$, so this transfer becomes favourable at

$$\frac{eFL}{E_g}=\frac{N}{N/2-1},$$

which is 2.18 for $N=24$ and tends to 2. This lies well below the local threshold because a large disturbance can exploit displacements near $L/2$.

A lower energy can be reached at still smaller fields. For $N$ divisible by four, rotate $u$ into $i^jv$, and then rotate that into $(-1)^ju$. In the first half, with empty-band weight $\sin^2\eta$, each link is $\cos^2\eta+i\sin^2\eta$. Its magnitude is at least $1/\sqrt2$, so the phase can be followed continuously; the second half has the same link magnitudes. Each half adds $\pi/2$ to the phase per link. The final state is the filled band displaced by $L/2$, with energy change per electron

$$-\Lambda\pi=-\frac{eFL}{2}<0$$

for every $F>0$. The occupied Bloch states are the same as at the start, since $(-1)^j$ is only a phase. What has changed is the branch of the logarithm: electrons have been carried downhill, and repeating the path lowers the energy again, without limit. In this model the insulating state is thus only metastable at every nonzero field below the local threshold. At $eFL=E_g=4$ eV this path rises to 3 eV per cell before ending at $-2$ eV. The 3 eV is only a weak upper bound on the lowest barrier per cell. Much easier paths exist: let two neighbouring mesh states and $u$ lie evenly spaced on a circle of the Bloch sphere through $u$, and sweep that circle over the whole sphere until it closes on $u$ again. All links keep a magnitude of at least $1/2$, the phase changes by $2\pi$, and the band is displaced by one cell, lowering the energy per cell by $eFa$. At $eFL=E_g=4$ eV this costs 4.4 eV in $NE$ for any $N$, which is 0.18 eV per cell at $N=24$ and falls as $1/N$.

## Use in real calculations

A 4 eV gap and a 0.5 nm cell are plausible for an insulating crystal, but the two-band chain represents no particular material. Thin oxide films break down at very roughly 1 V/nm, similar in size to the fields in the table. That similarity has no predictive value: $F_c$ here falls nearly as $1/L$ when the mesh is refined, while the strength of a material does not depend on a mesh. Real devices also contain defects, injected carriers and heating, all absent here, so the model cannot say how far these shift a breakdown field.

In this chain, on a fine mesh, an underestimated gap lowers the threshold almost in proportion. With $N=96$, $b$, $g$ and $a$ fixed, reducing the gap from 4 to 2 eV lowers $\Lambda_c$ from 4.10 to 2.08 eV. Self-consistent changes of the Hamiltonian can shift it further. A supercell that permits the primitive periodicity to break also allows transitions between different wavevectors, which the direct-gap result does not cover.

Within the stated model, a field of 1 V/nm and a 4 eV gap limit the sampled length to about $2\pi E_g/(eF)=25$ nm, or some 50 wavevectors along the field. Keeping $eFL$ below $E_g$ leaves a wide margin of local stability, at the price of a coarser mesh. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
gap parameter D = 4.00 eV, dispersion b = 1.00 eV
interband coupling g = 0.80 eV, cell length a = 0.50 nm
flat gap, N= 5: s_N=0.9511, eFcL/Eg=6.6065
flat gap, N= 6: s_N=0.8660, eFcL/Eg=7.2552
flat gap, N= 8: s_N=1.0000, eFcL/Eg=6.2832
flat gap, N=12: s_N=1.0000, eFcL/Eg=6.2832
uncoupled bands, N= 8: Lam_c=5.1006 eV, bounds 4.000 and 6.000 eV
uncoupled bands, N=16: Lam_c=4.5615 eV, bounds 4.000 and 6.000 eV
gap curvature kappa = 2.6400 eV (derivative in k*a)
N=24: L=12.0 nm, Lam_c=4.2217 eV, two-term law=4.4254 eV
  eFcL/Eg=6.6314, Fc=2.2105 V/nm, Eg/(eL)=0.3333 V/nm
  largest |z| near threshold = 0.1460
N=48: L=24.0 nm, Lam_c=4.1974 eV, two-term law=4.2127 eV
  eFcL/Eg=6.5933, Fc=1.0989 V/nm, Eg/(eL)=0.1667 V/nm
  largest |z| near threshold = 0.0464
N=96: L=48.0 nm, Lam_c=4.1040 eV, two-term law=4.1063 eV
  eFcL/Eg=6.4466, Fc=0.5372 V/nm, Eg/(eL)=0.0833 V/nm
  largest |z| near threshold = 0.0143
1/N coefficient: extrapolated 10.498 eV, law 10.209 eV
large-L limit of eFcL/Eg = 6.2832
gap 2.0 eV, N=96: Lam_c=2.0792 eV, law=2.0838 eV
gap 6.0 eV, N=96: Lam_c=6.1230 eV, law=6.1249 eV
N=24, eFL/Eg=1: lowest curvature = 3.5221 eV
N=24, eFL/Eg=2: lowest curvature = 2.9492 eV
N=24, eFL/Eg=4: lowest curvature = 1.7589 eV
N=24, eFL/Eg=6: lowest curvature = 0.5343 eV
descent at 0.95 Fc: largest empty-band weight = 0.00612
descent at 1.05 Fc: stopped at empty-band weight = 0.693
polarizability per cell: functional 0.002052 e nm^2/V
  perturbation theory 0.002056 e nm^2/V
  polarizability volume = 2.954 cubic angstrom
flat path, eFL=Eg: highest energy = 3.0000 eV per cell
  final energy = -2.0000 eV, smallest link = 0.7071
flat gap, N=24: full transfer favourable above eFL/Eg=2.1818
```
